# Two-Electron Breit-Pauli Currents, Charge Continuity and Siegert's Theorem: a numerical check

```python
"""
Result under test: the momentum-dependent two-electron Breit-Pauli terms
need two-electron currents for charge continuity; minimal substitution
supplies them, and the full current obeys Siegert's theorem
    <f| J |i> = (i/hbar) (E_f - E_i) <f| D |i>.
Symbols: T_ab = delta_ab/r + r_a r_b/r^3, r = r1 - r2; D = q (r1 + r2);
orbit-orbit term  -(K/2m^2c^2) p1.T.p2,  K = e^2/(4 pi eps0);
spin-orbit terms  -(K/2m^2c^2) sum (r_ij x p_i).(s_i + 2 s_j)/r_ij^3.
Symbolic tests use hbar = q = K/(2m^2c^2) = 1.  The numerical model, two
electrons in a harmonic trap, is solved in atomic units, printed in SI or eV.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import block_diag, eigh

# ---------- continuity: explicit commutators against derived currents ----------
r1 = sp.symbols("x1 y1 z1", real=True)
r2 = sp.symbols("x2 y2 z2", real=True)
sep = [a - b for a, b in zip(r1, r2)]
dist = sp.sqrt(sum(s**2 for s in sep))
tensor = [[(1 if a == b else 0) / dist + sep[a] * sep[b] / dist**3
           for b in range(3)] for a in range(3)]
point = dict(zip(r1 + r2, [sp.Rational(n, 10) for n in (7, -4, 11, -3, 9, 2)]))


def value(expression):
    """Numerical value of a scalar or column at the test point."""
    column = sp.Matrix([expression]) if not isinstance(
        expression, sp.MatrixBase) else expression
    return np.array([complex(sp.N(item.subs(point), 20)) for item in column])


def chi(v):
    return v[0]**2 * v[1] + v[1] * v[2]**2 + v[2]**3 + 2 * v[0]


def orbit_orbit(f):
    return sum(sp.diff(sum(tensor[a][b] * sp.diff(f, r2[b]) for b in range(3)),
                       r1[a]) for a in range(3))


chi_total = chi(r1) + chi(r2)
wave = 1 + r1[0] * r2[1] + r1[2]**2 * r2[0] + r1[1] * r2[2]**2
commutator_oo = value(sp.I * (orbit_orbit(chi_total * wave)
                              - chi_total * orbit_orbit(wave)))
current_oo = value(sum(
    -sp.diff(chi(ri), ri[a]) * tensor[a][b] * (-sp.I) * sp.diff(wave, rj[b])
    for ri, rj in ((r1, r2), (r2, r1)) for a in range(3) for b in range(3)))
assert abs(commutator_oo[0]) > 1e-2
assert np.allclose(commutator_oo, current_oo, atol=1e-12)

pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
spin1 = [sp.Matrix(sp.kronecker_product(s, sp.eye(2))) / 2 for s in pauli]
spin2 = [sp.Matrix(sp.kronecker_product(sp.eye(2), s)) / 2 for s in pauli]
mixed1 = [a + 2 * b for a, b in zip(spin1, spin2)]
mixed2 = [b + 2 * a for a, b in zip(spin1, spin2)]
spin_pairs = ((r1, 1, mixed1), (r2, -1, mixed2))
spinor = sp.Matrix([wave, r1[0] + r2[2]**2, 1 + r1[1] * r2[0], r1[2] - r2[1]])


def spin_orbit(psi):
    out = sp.zeros(4, 1)
    for pos, sign, spin in spin_pairs:
        for c in range(3):
            a, b = (c + 1) % 3, (c + 2) % 3
            angular = -sp.I * sign * (sep[a] * psi.diff(pos[b])
                                      - sep[b] * psi.diff(pos[a]))
            out -= spin[c] * angular / dist**3
    return out


commutator_so = value(sp.I * (spin_orbit(chi_total * spinor)
                              - chi_total * spin_orbit(spinor)))
current = sp.zeros(4, 1)
for pos, sign, spin in spin_pairs:
    for a in range(3):
        b, c = (a + 1) % 3, (a + 2) % 3
        cross = sign * (spin[b] * sep[c] - spin[c] * sep[b]) / dist**3
        current -= sp.diff(chi(pos), pos[a]) * (cross * spinor)
current_so = value(current)
assert np.max(abs(commutator_so)) > 1e-2
assert np.allclose(commutator_so, current_so, atol=1e-12)

# ---------- spin polarization cancels the uniform spin pair current ----------


def spin_dipole(psi, k):
    a, b = (k + 1) % 3, (k + 2) % 3
    out = sp.zeros(4, 1)
    for pos, spin in ((r1, spin1), (r2, spin2)):
        out += -sp.I * (spin[b] * psi.diff(pos[a]) - spin[a] * psi.diff(pos[b]))
    return out


uniform_norm, cancel_norm = 0.0, 0.0
for k in range(3):
    x_sum = r1[k] + r2[k]
    from_so = value(sp.I * (spin_orbit(x_sum * spinor)
                            - x_sum * spin_orbit(spinor)))
    from_dipole = value(sp.I * (spin_dipole(spinor, k) / dist
                                - spin_dipole(spinor / dist, k)))
    uniform_norm = max(uniform_norm, np.max(abs(from_so)))
    cancel_norm = max(cancel_norm, np.max(abs(from_so + from_dipole)))
assert uniform_norm > 1e-2 and cancel_norm < 1e-12

# ---------- minimal substitution from the Darwin Lagrangian ----------
rng = np.random.default_rng(4)
canonical, vector_potential = rng.normal(size=6), rng.normal(size=6)
r_vec = np.array([0.8, -0.5, 1.1])
r_len = np.linalg.norm(r_vec)
t_num = np.eye(3) / r_len + np.outer(r_vec, r_vec) / r_len**3


def legendre_difference(eta):
    """Legendre-transformed Darwin energy minus minimally substituted H."""
    kinetic = canonical - vector_potential
    mass = np.block([[np.eye(3), eta / 2 * t_num], [eta / 2 * t_num, np.eye(3)]])
    v = np.linalg.solve(mass, kinetic)
    lagrangian = (v @ v / 2 + eta / 2 * v[:3] @ t_num @ v[3:]
                  + vector_potential @ v)
    minimal = (kinetic @ kinetic / 2
               - eta / 2 * kinetic[:3] @ t_num @ kinetic[3:])
    return canonical @ v - lagrangian - minimal


darwin_ratio = legendre_difference(2e-3) / legendre_difference(1e-3)
assert abs(darwin_ratio - 4) < 0.05  # remainder is second order in 1/c^2

# ---------- long-wavelength electric multipole fields ----------
xyz = sp.symbols("x y z", real=True)
position = sp.Matrix(xyz)


def gradient(f):
    return sp.Matrix([sp.diff(f, s) for s in xyz])


def curl(v):
    return sp.Matrix([sp.diff(v[(a + 2) % 3], xyz[(a + 1) % 3])
                      - sp.diff(v[(a + 1) % 3], xyz[(a + 2) % 3])
                      for a in range(3)])


for degree, harmonic in ((1, xyz[2]), (2, xyz[0] * xyz[1]),
                         (3, xyz[0] * xyz[1] * xyz[2])):
    field = gradient(harmonic)
    leading = curl(position.cross(field)) + (degree + 1) * field
    assert leading.expand() == sp.zeros(3, 1)
    r_squared = sum(s**2 for s in xyz)
    correction = ((4 * degree + 6) * position * harmonic
                  - (degree + 3) * gradient(r_squared * harmonic))
    correction = correction / (2 * (degree + 1) * (2 * degree + 3))
    assert (curl(curl(correction)) - field).expand() == sp.zeros(3, 1)

# ---------- trapped pair: relative motion, even l = 0 and 2 ----------
omega = 0.5
nodes, weights = np.polynomial.legendre.leggauss(200)
radius, weights = 12 * (nodes + 1), 12 * weights


def radial_basis(l):
    """Orthonormal radial functions and derivatives, weighted for quadrature."""
    power = l + np.arange(6)
    r = radius[:, None]
    envelope = np.exp(-r**2 / 8) * r * np.sqrt(weights)[:, None]
    function = r**power * envelope
    slope = (power * r**(power - 1.0) - r**(power + 1.0) / 4) * envelope
    q, upper = np.linalg.qr(function)
    return q, slope @ np.linalg.inv(upper)


def weighted(left, weight, right):
    return left.T @ (weight[:, None] * right)


basis = {l: radial_basis(l) for l in (0, 2)}
energy_block, orbit_block = {}, {}
for l, (f, df) in basis.items():
    energy_block[l] = df.T @ df + weighted(
        f, l * (l + 1) / radius**2 + radius**2 / 16 + 1 / radius, f)
    orbit_block[l] = (weighted(df, 2 / radius, df)
                      + weighted(f, l * (l + 1) / radius**3, f))
l_list = [0] + [2] * 5
h_relative = block_diag(*[energy_block[l] for l in l_list])
ptp_relative = block_diag(*[orbit_block[l] for l in l_list])
radial = np.array([basis[l][0] for l in l_list])
inverse_r = np.einsum("mgk,g,ngj->mknj", radial, 1 / radius, radial,
                      optimize=True)

cosine, cos_weight = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(12) / 12
cos_grid, phi_grid = np.meshgrid(cosine, phi, indexing="ij")
sine = np.sqrt(1 - cos_grid**2)
unit = np.array([(sine * np.cos(phi_grid)).ravel(),
                 (sine * np.sin(phi_grid)).ravel(), cos_grid.ravel()])
ang_weight = np.repeat(cos_weight / 24, 12)
ux, uy, uz = unit
angular = np.array([np.ones_like(ux), np.sqrt(15) * ux * uy,
                    np.sqrt(15) * uy * uz, np.sqrt(15) * uz * ux,
                    np.sqrt(15) / 2 * (ux**2 - uy**2),
                    np.sqrt(5) / 2 * (3 * uz**2 - 1)])
assert np.allclose((angular * ang_weight) @ angular.T, np.eye(6), atol=1e-12)
t_matrix = {}
for a in range(3):
    for b in range(3):
        ang = (angular * ang_weight * unit[a] * unit[b]) @ angular.T
        ang = ang + (a == b) * np.eye(6)
        t_matrix[a, b] = (ang[:, None, :, None] * inverse_r).reshape(36, 36)

# ---------- centre of mass: mass 2, P = i * B with B real ----------
lower = np.diag(np.sqrt(np.arange(1, 6)), 1)
z_one, b_one, one = (lower + lower.T) / 2**0.5, (lower.T - lower) / 2**0.5, np.eye(6)


def on_axis(matrix, axis):
    parts = [matrix if n == axis else one for n in range(3)]
    return np.kron(np.kron(parts[0], parts[1]), parts[2])


b_full = [on_axis(b_one, a) for a in range(3)]
quanta = np.indices((6, 6, 6)).sum(axis=0).ravel()
keep = np.flatnonzero(quanta <= 3)


def cut(matrix):
    return matrix[np.ix_(keep, keep)]


eye_cm, eye_rel = np.eye(len(keep)), np.eye(36)
h_zero = (np.kron(np.diag(omega * (quanta[keep] + 1.5)), eye_rel)
          + np.kron(eye_cm, h_relative))
h_oo = np.kron(eye_cm, ptp_relative) / 2
for (a, b), t_ab in t_matrix.items():
    h_oo += np.kron(cut(b_full[a] @ b_full[b]), t_ab) / 8
z_operator = np.kron(cut(on_axis(z_one, 2)), eye_rel)
one_body = np.kron(cut(b_full[2]), eye_rel)
two_body = -0.5 * sum(np.kron(cut(b_full[b]), t_matrix[2, b]) for b in range(3))


def transition(coupling):
    """Ground energy, gap, dipole, one- and two-body current elements."""
    levels, states = eigh(h_zero + coupling * h_oo, subset_by_index=[0, 3])
    assert levels[3] - levels[1] < 1e-9
    ground, triplet = states[:, 0], states[:, 1:]
    overlap = triplet.T @ (z_operator @ ground)
    final = triplet @ overlap / np.linalg.norm(overlap)
    return np.array([levels[0], levels[1] - levels[0],
                     2 * final @ z_operator @ ground,
                     final @ one_body @ ground,
                     coupling * (final @ two_body @ ground)])


alpha = const.fine_structure
e_zero, gap0, dip0, one0, _ = transition(0.0)
e_breit, gap1, dip1, one1, two1 = transition(alpha**2)
relative_ground = eigh(energy_block[0])[1][:, 0]
f0, df0 = basis[0]
mean_inverse = relative_ground @ weighted(f0, 1 / radius, f0) @ relative_ground
closed_inverse = (4 + 2 * np.pi**0.5) / (8 + 5 * np.pi**0.5)
assert abs(e_zero - 2) < 1e-9 and abs(mean_inverse - closed_inverse) < 1e-9
epsilon = alpha**2 * closed_inverse / 3
coefficients = np.array([gap1 / gap0 - 1, dip1 / dip0 - 1, one1 / one0 - 1,
                         two1 / one0, (one1 + two1) / one0 - 1]) / epsilon
# tolerance covers terms of second order in alpha^2
assert np.allclose(coefficients, [-1, -0.5, 0.5, -2, -1.5], atol=1e-2)
siegert = gap1 * dip1
mismatch_without = one1 / siegert - 1
mismatch_with = (one1 + two1) / siegert - 1
assert abs(mismatch_without / epsilon - 2) < 1e-2
assert abs(mismatch_with) < 1e-2 * abs(mismatch_without)

# ---------- size of the one-body p^4 shift, first order ----------
cm, rel = sp.Matrix(sp.symbols("P1:4")), sp.Matrix(sp.symbols("k1:4"))
pa, pb = cm / 2 + rel, cm / 2 - rel
assert sp.expand(pa.dot(pa)**2 + pb.dot(pb)**2 - cm.dot(cm)**2 / 8
                 - cm.dot(cm) * rel.dot(rel) - 2 * cm.dot(rel)**2
                 - 2 * rel.dot(rel)**2) == 0
p_squared = -sum(b @ b for b in b_full)
p_fourth = p_squared @ p_squared
rel_p2 = relative_ground @ (df0.T @ df0) @ relative_ground
rise2 = p_squared[1, 1] - p_squared[0, 0]
rise4 = p_fourth[1, 1] - p_fourth[0, 0]
shift_p4 = -alpha**2 / 8 * (5 / 3 * rel_p2 * rise2 + rise4 / 8)

# ---------- printed results ----------
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
to_ev = hartree / const.e
dip_si = const.e * bohr
cur_si = dip_si * hartree / const.hbar
trap_length = bohr / omega**0.5
wave_number = gap0 * hartree / (const.hbar * const.c)
print("Symbolic tests (hbar = q = K/2m^2c^2 = 1)")
print(f"orbit-orbit commutator, imaginary part: {commutator_oo[0].imag:.6f}")
print(f"orbit-orbit current,    imaginary part: {current_oo[0].imag:.6f}")
print(f"largest spin-orbit commutator component: {np.max(abs(commutator_so)):.6f}")
print(f"largest commutator-current difference, spin: "
      f"{np.max(abs(commutator_so - current_so)):.1e}")
print(f"largest uniform spin pair current: {uniform_norm:.6f}")
print(f"same after adding polarization current: {cancel_norm:.1e}")
print(f"Darwin remainder ratio on doubling 1/c^2: {darwin_ratio:.4f}")
print("Two electrons in a harmonic trap")
print(f"trap quantum hbar*omega: {omega * to_ev:.6f} eV")
print(f"trap length sqrt(hbar/m omega): {trap_length * 1e12:.4f} pm")
print(f"ground energy without Breit term: {e_zero * to_ev:.5f} eV")
print(f"mean inverse separation <1/r>: {mean_inverse / bohr * 1e-9:.5f} nm^-1")
print(f"epsilon = K<1/r>/(3mc^2): {epsilon:.5e} (no unit)")
print(f"orbit-orbit shift of excitation: {(gap1 - gap0) * to_ev * 1e6:.3f} micro-eV")
print(f"p^4 shift of excitation: {shift_p4 * to_ev * 1e6:.3f} micro-eV")
print(f"dipole element magnitude, no Breit: {dip0 * dip_si:.9e} C m")
print(f"dipole element magnitude, Breit:    {dip1 * dip_si:.9e} C m")
print("Current elements, common phase -i removed")
print(f"one-body, no Breit: {one0 * cur_si:.9e} A m")
print(f"one-body, Breit:    {one1 * cur_si:.9e} A m")
print(f"two-body:          {two1 * cur_si:.6e} A m")
print(f"full current:       {(one1 + two1) * cur_si:.9e} A m")
print(f"Siegert value:      {siegert * cur_si:.9e} A m")
print("Relative changes divided by epsilon (no unit)")
for label, number in zip(("excitation energy", "dipole", "one-body current",
                          "two-body current", "full current"), coefficients):
    print(f"  {label}: {number:.5f}")
print(f"relative mismatch without two-body current: {mismatch_without:.5e}")
print(f"relative mismatch with two-body current: {mismatch_with:.1e}")
print(f"(k * trap length)^2: {(wave_number * trap_length)**2:.5e} (no unit)")
print("verified")
```

Running it gives:

```
Symbolic tests (hbar = q = K/2m^2c^2 = 1)
orbit-orbit commutator, imaginary part: 1.975507
orbit-orbit current,    imaginary part: 1.975507
largest spin-orbit commutator component: 1.313368
largest commutator-current difference, spin: 0.0e+00
largest uniform spin pair current: 0.243697
same after adding polarization current: 3.0e-29
Darwin remainder ratio on doubling 1/c^2: 4.0008
Two electrons in a harmonic trap
trap quantum hbar*omega: 13.605693 eV
trap length sqrt(hbar/m omega): 74.8370 pm
ground energy without Breit term: 54.42277 eV
mean inverse separation <1/r>: 8.45545 nm^-1
epsilon = K<1/r>/(3mc^2): 7.94232e-06 (no unit)
orbit-orbit shift of excitation: -108.061 micro-eV
p^4 shift of excitation: -200.577 micro-eV
dipole element magnitude, no Breit: 1.199020268e-29 C m
dipole element magnitude, Breit:    1.199015506e-29 C m
Current elements, common phase -i removed
one-body, no Breit: 2.478457226e-13 A m
one-body, Breit:    2.478467068e-13 A m
two-body:          -3.936961e-18 A m
full current:       2.478427699e-13 A m
Siegert value:      2.478427699e-13 A m
Relative changes divided by epsilon (no unit)
  excitation energy: -1.00001
  dipole: -0.50000
  one-body current: 0.50001
  two-body current: -2.00001
  full current: -1.50001
relative mismatch without two-body current: 1.58849e-05
relative mismatch with two-body current: 1.6e-15
(k * trap length)^2: 2.66257e-05 (no unit)
verified
```
